Pauli–Villars Vacuum Polarization: Two Mass Conditions and One Logarithm, part 2

The task is to find Π_μν(q), the tensor that the vacuum of a charged fermion of mass m adds to the quadratic action of the photon, at one loop. Pauli–Villars regularization sums loops with coefficients c_i and masses M_i; the physical fermion is i = 0, with c_0 = 1 and M_0 = m. Unless marked otherwise, sums run over all i ≥ 0. The conditions are

Σ c_i = 0,  Σ c_i M_i² = 0.  (2)

Units are ħ = c = 1, with e² = 4πα. Momenta are Euclidean. With k = l + q,

Π_μν = 4e² ∫ d⁴l/(2π)⁴ Σ c_i N_μν / [(l² + M_i²)(k² + M_i²)],

N_μν = l_μ k_ν + k_μ l_ν − δ_μν (l·k + M_i²).  (4)

A first, covariant derivation, averaging over directions in four dimensions before integrating over the radius, gave

Π_μν = (q² δ_μν − q_μ q_ν) Π(q²),  (1)

Π(q²) = −(2α/π) ∫₀¹ dx x(1−x) Σ c_i ln[M_i² + x(1−x)q²].  (7)

With the first condition alone it leaves a spurious mass term

δ_μν (e²/8π²) Σ c_i M_i².  (6)

One mass Λ collects the regulator logarithms:

ln Λ² = −Σ_{i≥1} c_i ln M_i²,  (8)

Π(0) = (α/3π) ln(Λ²/m²),  (9)

Π(q²) = (α/3π) ln(Λ²/m²) − f(q²) + R,  (10)

f(q²) = (2α/π) ∫₀¹ dx w ln(1 + wq²/m²),

with w = x(1−x). The remainder R has leading form −(αq²/15π) Σ_{i≥1} c_i/M_i² and obeys

|R| ≤ (αq²/15π) Σ_{i≥1} |c_i|/M_i².  (11)

For two regulators,

c_1 = −(M_2² − m²)/(M_2² − M_1²),

c_2 = (M_1² − m²)/(M_2² − M_1²).  (12)

The second derivation, continued here, takes q = (0, 0, 0, q₄) and integrates (4) over l₄ first. The spatial part of l is b, and E = √(b² + M_i²), with its index suppressed. With k₄ = l₄ + q₄, D_l = l₄² + E² and D_k = k₄² + E²,

I₀ = ∫ dl₄/(2π) 1/(D_l D_k) = 1/[E(q² + 4E²)],  (13)

I₁ = ∫ dl₄/(2π) (l₄k₄ + E²)/(D_l D_k) = 2E/(q² + 4E²).  (14)

### The components of the tensor

In this frame l·k + M² = l₄k₄ + b² + M² = l₄k₄ + E². The numerator of Π₄₄ is therefore

2l₄k₄ − (l₄k₄ + E²) = l₄k₄ − E² = (l₄k₄ + E²) − 2E².

Its energy integral is I₁ − 2E² I₀ = 2E/(q² + 4E²) − 2E/(q² + 4E²) = 0. So Π₄₄ = 0 for each value of b and for each fermion separately. The components Π₄j are odd in b_j and vanish when b and −b are added. Spatial components with different indices vanish for the same reason, and the three diagonal ones are equal.

For Π₁₁ the numerator is 2b₁² − (l₄k₄ + E²). Its energy integral is 2b₁² I₀ − I₁. Averaging over spatial directions replaces b₁² by b²/3, so

Π₁₁ = 8e² ∫ d³b/(2π)³ Σ c_i (b²/3 − E²)/[E(q² + 4E²)].  (15)

In this frame, Π₄₄ = 0 and Π₄j = 0 already make the tensor transverse. A massless photon requires more: Π₁₁ must be q² times a function regular at q² = 0. A constant left in Π₁₁ would appear in (1) as a pole of Π at q² = 0. To isolate a possible constant, write

1/(q² + 4E²) = 1/(4E²) − q²/[4E²(q² + 4E²)].

Then Π₁₁ = C + q² Π(q²), with

C = 2e² ∫ d³b/(2π)³ Σ c_i (b²/3 − E²)/E³,  (16)

Π(q²) = 2e² ∫ d³b/(2π)³ Σ c_i (E² − b²/3)/[E³(q² + 4E²)].  (17)

### The constant is a surface term

Differentiate the vector b/E. Since ∂E/∂b_j = b_j/E,

∂_j(b_j/E) = 3/E − b²/E³ = −3(b²/3 − E²)/E³.

The integrand of C is thus a total divergence. Integrating over a ball of radius L in momentum space, Gauss's theorem gives

C = −(2e²/3)(1/8π³) Σ c_i 4πL² · L/√(L² + M_i²)

= −(e²/3π²) Σ c_i L³/√(L² + M_i²).

At large L, L³/√(L² + M_i²) = L² − ½M_i² + O(M_i⁴/L²). Therefore

C = −(e²/3π²)[L² Σ c_i − ½ Σ c_i M_i² + O(1/L²)].  (18)

The first condition removes a quadratic divergence. The second removes the finite constant left behind. The photon stays massless because nothing remains on a distant surface in momentum space. With C = 0, the tensor in this frame has Π₄₄ = 0 and Π₁₁ = Π₂₂ = Π₃₃ = q² Π. These are the components of (1), and a rotation gives (1) for any direction of q.

### The weight of pairs

The remaining function (17) can be written as an integral over the squared pair energy s = 4E². First,

E² − b²/3 = (3E² − E² + M²)/3 = (2E² + M²)/3.

From b db = E dE, d³b/(2π)³ → b² db/(2π²) = bE dE/(2π²). Each fermion thus contributes

(e²/3π²) ∫ dE b(2E² + M²)/[E²(q² + 4E²)].

The speed of either particle is v = b/E = √(1 − 4M²/s). With dE = ds/(8E) and 2E² + M² = 2E²(1 + 2M²/s), the powers of E cancel and the prefactor becomes e²/(12π²) = α/(3π). The result is

Π(q²) = (α/3π) ∫ ds Σ c_i g_i(s)/(s + q²),  (19)

g_i(s) = √(1 − 4M_i²/s) (1 + 2M_i²/s) for s > 4M_i², and zero below.

A common limit b < L gives slightly different upper limits in s, separated by amounts of order M_i². The integrand there is of order 1/L², so the mismatch disappears as L grows.

The function g_i is the weight with which pairs of energy √s respond to the field. Squaring it with a = M_i²/s gives

g_i² = (1 − 4a)(1 + 2a)² = 1 − 12a² − 16a³.

The weight therefore rises from zero at threshold towards one, and for large s it is 1 − 6M_i⁴/s² + …. The condition Σ c_i = 0 cancels the constant term, so the summed weight falls as 1/s² and (19) converges; any decrease as a power of 1/s would be enough. The first condition is therefore sufficient here. The second condition was needed in (18), to remove the constant that does not belong to the transverse form.

### Recovering the logarithm

At q² = 0, set s = M_i² y. For one fermion and a large upper limit S,

∫ ds g_i(s)/s = ∫₄^{S/M_i²} dy/y √(1 − 4/y)(1 + 2/y)

= ln(S/M_i²) + K + terms that vanish as S grows.

K is a pure number, the same for every i, because the mass has been scaled out. In the sum, ln S and K are both multiplied by Σ c_i = 0. What remains is

Π(0) = −(α/3π) Σ c_i ln M_i² = (α/3π) ln(Λ²/m²),  (20)

which agrees with (9). By (19) at q² = 0, the logarithm ln(Λ²/m²) is the area under the summed weight Σ c_i g_i(s) plotted against ln s. For heavy regulators most of this area comes from energies between the physical threshold and the lightest regulator threshold, where the weight is close to one. Where the regulators make the summed weight negative, the area is subtracted.

The momentum dependence follows from 1/s − 1/(s + q²) = q²/[s(s + q²)]:

Π(0) − Π(q²) = (α/3π) Σ c_i ∫ ds q² g_i(s)/[s(s + q²)].  (21)

Each term now converges by itself. To compare with the first derivation, again let w = x(1−x). Direct integration gives

ln(1 + wq²/M_i²) = ∫_{M_i²/w}^∞ ds q²/[s(s + q²)].

Multiply by w and integrate over x. All factors are positive, so the order of integration may be exchanged. At fixed s the condition s > M_i²/w means w > M_i²/s, or |x − ½| < v/2. With x = ½ + z,

∫ dx x(1−x) = ∫_{−v/2}^{v/2} dz (¼ − z²) = v/4 − v³/12 = (v/12)(3 − v²).

Since v² = 1 − 4M_i²/s, this equals (v/6)(1 + 2M_i²/s) = g_i/6. Equation (21) becomes

Π(0) − Π(q²) = (2α/π) ∫₀¹ dx w Σ c_i ln(1 + wq²/M_i²).

Together with (20), this reproduces (7) for arbitrary regulator masses that satisfy the conditions. The two derivations agree before any heavy-regulator limit is taken.

### Charge, limits and failure

The Maxwell action is multiplied by 1 + Π, so the interaction of two charges at momentum q is proportional to e₀²/{q²[1 + Π(q²)]}, where e₀ is the bare charge. The charge seen at long distance is, at this order,

e² = e₀²/[1 + Π(0)].

The logarithm is absorbed in e². To first order the interaction is then (e²/q²)[1 + Π(0) − Π(q²)]. For heavy regulators the correction tends to f(q²) of (10), which is positive for q² > 0. The effective charge grows with momentum, as it does when vacuum pairs screen a charge seen from afar.

For q² ≪ m², expanding the logarithm in f and using ∫ dx w² = 1/30 gives f ≈ αq²/(15πm²). At q² = 0.01 m² this is 1.549 × 10⁻⁶, while the full difference Π(0) − Π(q²) for a heavy regulator set is 1.547 × 10⁻⁶. The next term comes from −z²/2 in ln(1+z) with ∫₀¹ dx w³ = 1/4 − 3/5 + 1/2 − 1/7 = 1/140. It lowers the result by a relative amount (1/280)/(1/30) q²/m² = (30/280)q²/m², about 0.1 per cent, which accounts for the difference.

For m² ≪ q² ≪ M_i² (i ≥ 1), the mass can be dropped beside wq². The needed integral is

∫₀¹ dx w ln w = 2 ∫₀¹ dx (x − x²) ln x = 2(−1/4 + 1/9) = −5/18.

Then Π(q²) ≈ (α/3π)[ln(Λ²/q²) + 5/3]. The momentum has replaced the fermion mass in the logarithm.

The single-logarithm form fails when q² is comparable with a regulator mass squared. At timelike momentum, where q² is continued to negative values, (19) meets real pairs once −q² exceeds 4m². Beyond a regulator threshold, a negative c_i contributes negative weight, which no physical pair can have. The regulated theory is therefore to be used well below those thresholds. The one-loop treatment of the charge also needs Π(0) ≪ 1.

### Worked example with heavy regulators

Take q² = 4m² and α = 0.00729735, so α/(3π) = 7.7427 × 10⁻⁴. Set A has M_1 = 50m and M_2² = 2M_1² − m², which gives M_2 = 70.70m. Equation (12) yields c_1 = −2 and c_2 = 1. Hence Λ² = M_1⁴/M_2² and Λ = 35.36m. With m the electron mass, this is 18.07 MeV. The logarithm is ln(Λ²/m²) = 7.1311, so

Π(0) = 7.7427 × 10⁻⁴ × 7.1311 = 5.5214 × 10⁻³.

The finite part is f = 4.4891 × 10⁻⁴. The one-logarithm formula gives

Π(4m²) ≈ 5.5214 × 10⁻³ − 0.4489 × 10⁻³ = 5.0725 × 10⁻³.

The full expression (7) is larger by 3.716 × 10⁻⁷, a relative difference of about 7 × 10⁻⁵. The leading form of R predicts this difference to within 0.1 per cent. Digits this fine serve to compare one-loop formulas. They are not a claim about the physical vacuum, since higher loops are left out.

Set B has different masses, M_1 = 40.56m and M_2 = 121.68m, chosen to give the same Λ. Its coefficients are c_1 = −1.125 and c_2 = 0.125. Its Π(4m²) differs from that of set A by 4.7 × 10⁻⁸, or about one part in 10⁵. That is the difference of the two remainders. At this accuracy, two regulator masses and two coefficients have been reduced to one number.

In both sets Λ is smaller than the lighter regulator mass. This follows from −c_1 = 1 + c_2, which turns (8) into

ln Λ² = ln M_1² − c_2 ln(M_2²/M_1²).

For m < M_1 < M_2 the coefficient c_2 is positive, so Λ < M_1. The parameter Λ is a weighted combination of masses, and no particle need have that mass.

Set C is built like A but with M_1 = 500m, and has Λ = 353.55m, or 180.67 MeV. Its Π(4m²) exceeds that of A by 3.5651 × 10⁻³, while the logarithm alone changes by 3.5655 × 10⁻³. The gap is the decrease of the remainder, from 3.7 × 10⁻⁷ to 3.7 × 10⁻⁹. A tenfold increase in regulator mass has reduced it a hundredfold, as q²/M_i² requires.

### What each derivation assumes

Both derivations assume the one-loop expression, the sum over regulators inside the integral, and absolute convergence. They use the last assumption differently. The covariant derivation needs it to shift the loop momentum and to average over directions in four dimensions. The pair derivation needs it to choose a frame for q and to integrate over energy before spatial momentum. The first treats all components together. The second shows which intermediate states contribute and with what weight.

The difference becomes visible when Σ c_i = 0 holds but Σ c_i M_i² does not vanish. The covariant order of integration then leaves the mass term (6),

(e²/8π²) Σ c_i M_i² × diag(1, 1, 1, 1).

The energy-first order leaves, from (18),

(e²/6π²) Σ c_i M_i² × diag(1, 1, 1, 0).

The same integrand has given two different tensors, so with one condition the answer depends on the order of integration. The second tensor does not depend on q₄ and survives at q = 0, where no direction is given and a covariant tensor must be a multiple of δ_μν. It singles out the axis integrated first and is therefore not covariant.

The traces of the two tensors agree, because 4/8 = 3/6. The reason can be seen at q = 0, where the trace of the numerator in (4) is −2l² − 4M_i². Divided by (l² + M_i²)², it expands as

−2/l² + (4M_i² − 4M_i²)/l⁴ + O(M_i⁴/l⁶).

The term linear in M_i² cancels, so the trace converges absolutely with the first condition alone and cannot depend on the order. The separate components lack this protection. The condition Σ c_i M_i² = 0 supplies it, and both routes then lead to the same massless, transverse tensor. The numerical check evaluates the unreduced loop in the covariant order. The energy-first mass term rests on the derivation given here.

Table of computed values

```
alpha = 0.007297353 (dimensionless); m = 0.510999 MeV
q^2 = 4.0 m^2
Decay powers of integrand (no, one, two conditions): 1.995, 3.997, 5.996
Direct quadrature, M1^2 = 9 m^2, M2^2 = 17 m^2
  c0, c1, c2 = 1.0000, -2.0000, 1.0000
  longitudinal part / e^2 = 1.5e-09 m^2
  same, other routing     = 9.3e-10 m^2
  transverse part / e^2   = 0.0373325 m^2
  same, other routing     = 0.0373325 m^2
  Pi(q^2) from quadrature = 8.5585856e-04
  Pi(q^2) from formula    = 8.5585855e-04
  Pi(0) from quadrature   = 1.20885e-03
  Pi(0) from logarithm    = 1.20882e-03
One regulator, c1 = -1, M1^2 = 9 m^2 (second condition broken)
  longitudinal part / e^2 = -0.1013212 m^2
  predicted mass term     = -0.1013212 m^2
Finite part Pi(0)-Pi(q^2), heavy limit = 4.4891104e-04
Set A: M1 = 50.00000 m, M2 = 70.70361 m
  c1 = -2.000000, c2 = 1.000000
  Lambda = 35.35888 m = 18.0683 MeV
  ln(Lambda^2/m^2) = 7.131099
  Pi(0) = 5.5214184e-03
  Pi(q^2) full = 5.07287891e-03, one-log = 5.07250736e-03
  remainder = 3.7155e-07, leading = 3.7163e-07, bound = 6.1944e-07
Set B: M1 = 40.56041 m, M2 = 121.68123 m
  c1 = -1.124924, c2 = 0.124924
  Lambda = 35.35888 m = 18.0683 MeV
  ln(Lambda^2/m^2) = 7.131099
  Pi(0) = 5.5214184e-03
  Pi(q^2) full = 5.07292557e-03, one-log = 5.07250736e-03
  remainder = 4.1821e-07, leading = 4.1832e-07, bound = 4.2877e-07
Set C: M1 = 500.00000 m, M2 = 707.10607 m
  c1 = -2.000000, c2 = 1.000000
  Lambda = 353.55374 m = 180.6656 MeV
  ln(Lambda^2/m^2) = 11.736071
  Pi(0) = 9.0869247e-03
  Pi(q^2) full = 8.63801740e-03, one-log = 8.63801369e-03
  remainder = 3.7165e-09, leading = 3.7165e-09, bound = 6.1942e-09
Pi(q^2), set B minus set A = 4.6660e-08
Pi(q^2), set C minus set A = 3.5651385e-03
Change of the logarithm term = 3.5655063e-03
Pi(0)-Pi(q^2) at q^2 = 0.01 m^2: 1.54688e-06
  leading term alpha q^2/(15 pi m^2): 1.54855e-06
```
